# The Cohen-Heine smoothest pseudo-orbital and its core-mixing equations: verification in Python

```python
"""Smoothest (Cohen-Heine) pseudo-orbital phi = psi_v + sum_c a_c psi_c.
Result under test: the minimum t of <phi|T|phi>/<phi|phi> over the core
admixtures a_c obeys (K - t) a = -b, where K is the kinetic matrix of the
core orbitals and b_c = <psi_c|T|psi_v>. Then the repulsion
V_R phi = sum_c (E_v - E_c) a_c psi_c takes the Cohen-Heine form
-sum_c psi_c <psi_c|V|phi> + Vbar sum_c psi_c <psi_c|phi>, Vbar = E_v - t.
Cases: hydrogenic 1s/2s, and the Mg atom in restricted Hartree-Fock.
Hartree atomic units; all orbitals are real.
"""
import numpy as np
from scipy.linalg import eigh
from scipy.optimize import minimize, minimize_scalar
from pyscf import gto, scf


def log_grid(r_min, r_max, n):
    """Gauss-Legendre rule in ln r; weights include the factor r^2 dr."""
    x, w = np.polynomial.legendre.leggauss(n)
    lo, hi = np.log(r_min), np.log(r_max)
    r = np.exp(0.5 * (hi - lo) * x + 0.5 * (hi + lo))
    return r, 0.5 * (hi - lo) * w * r**3


r, w = log_grid(1e-6, 60.0, 700)

# ---------- hydrogenic 1s core and 2s valence ----------
T11, T22, T12 = 1 / 2, 1 / 8, 4 * np.sqrt(2) / 27      # in units of Z^2
t_h = (T11 + T22) / 2 - np.sqrt(((T11 - T22) / 2)**2 + T12**2)
a_h = -T12 / (T11 - t_h)
for Z in (1.0, 3.0):
    x = Z * r
    R1, dR1 = 2 * Z**1.5 * np.exp(-x), -2 * Z**2.5 * np.exp(-x)
    R2 = Z**1.5 / np.sqrt(2) * (1 - x / 2) * np.exp(-x / 2)
    dR2 = Z**2.5 / np.sqrt(2) * (x / 4 - 1) * np.exp(-x / 2)
    assert abs(0.5 * np.sum(w * dR1 * dR2) - T12 * Z**2) < 1e-8 * Z**2

    def quotient_h(a):
        return (0.5 * np.sum(w * (dR2 + a * dR1)**2)
                / np.sum(w * (R2 + a * R1)**2))

    best = minimize_scalar(quotient_h, bounds=(-2, 1), method="bounded",
                           options={"xatol": 1e-9})
    assert abs(best.x - a_h) < 1e-5
    assert abs(best.fun - t_h * Z**2) < 1e-8 * Z**2
print("Hydrogenic 1s core, 2s valence (kinetic energies in Z^2 hartree)")
print(f"T(1s,1s), T(2s,2s), T(1s,2s) = {T11:.5f} {T22:.5f} {T12:.5f}")
print(f"minimum kinetic energy t = {t_h:.5f}")
print(f"1s coefficient a (no unit) = {a_h:.5f}")

# ---------- no attained minimum: K = 1, T_vv = 2, b = 0 ----------
trial = np.array([0.0, 1.0, 10.0, 100.0])
values = []
for a in trial:
    vec = np.array([a, 1.0])
    values.append(vec @ np.diag([1.0, 2.0]) @ vec / (vec @ vec))
assert np.all(np.diff(values) < 0) and 0 < values[-1] - 1 < 1e-3

# ---------- magnesium atom, restricted Hartree-Fock ----------
s_exps = [0.02 * 2.2**k for k in range(20)]
p_exps = [0.05 * 2.5**k for k in range(11)]
basis = [[0, [z, 1.0]] for z in s_exps] + [[1, [z, 1.0]] for z in p_exps]
mol = gto.M(atom="Mg 0 0 0", basis={"Mg": basis}, verbose=0)
mf = scf.RHF(mol)
mf.conv_tol, mf.conv_tol_grad, mf.max_cycle = 1e-10, 1e-7, 100
mf.kernel()
assert mf.converged
S, T = mol.intor("int1e_ovlp"), mol.intor("int1e_kin")
V = mol.intor("int1e_nuc") + np.asarray(mf.get_veff())
F = T + V
energy, C = eigh(F, S)
T_total = np.sum(T * np.asarray(mf.make_rdm1()))
virial = -(mf.e_tot - T_total) / T_total
assert abs(virial - 2) < 1e-3


def radial(coef, radii):
    """Radial function R(r) and dR/dr of s orbitals, along the z axis."""
    xyz = np.zeros((len(radii), 3))
    xyz[:, 2] = radii
    ao = mol.eval_gto("GTOval_sph_deriv1", xyz)
    scale = np.sqrt(4 * np.pi)
    return scale * (ao[0] @ coef), scale * (ao[3] @ coef)


# order of levels: 1s, 2s, 2p (three), 3s; s orbitals positive at nucleus
for i in (0, 1, 5):
    C[:, i] *= np.sign(radial(C[:, i], np.array([0.0]))[0][0])
core, val = C[:, :5], C[:, 5]
E_c, E_v = energy[:5], energy[5]
K, b, T_vv = core.T @ T @ core, core.T @ T @ val, val @ T @ val
k_low = np.linalg.eigvalsh(K)[0]
assert T_vv < k_low                       # sufficient for a unique minimum


def solve_a(t):
    return np.linalg.solve(K - t * np.eye(5), -b)


def quotient(a):
    return (T_vv + 2 * a @ b + a @ K @ a) / (1 + a @ a)


def secular(t):
    return T_vv - t + b @ solve_a(t)


# repeated linear solves, starting from t = 0
t, history = 0.0, []
for _ in range(8):
    a = solve_a(t)
    t = quotient(a)
    history.append(t)
a = solve_a(t)
a_first = solve_a(0.0)
assert np.all(np.diff(history) < 1e-9)
h = 1e-3
slope = (secular(h) - secular(-h)) / (2 * h)
assert abs(history[0] + secular(0.0) / slope) < 1e-6      # Newton step
assert abs(secular(t)) < 1e-8
assert np.max(np.abs(a[2:])) < 1e-5                       # no 2p admixture

# direct minimization of the gradient integral on the radial grid
Rs, dRs = radial(C[:, [0, 1, 5]], r)


def grid_quotient(x):
    mix = np.array([x[0], x[1], 1.0])
    return 0.5 * np.sum(w * (dRs @ mix)**2) / np.sum(w * (Rs @ mix)**2)


for start in ([0.0, 0.0], [0.5, 0.5], [-0.6, 0.4]):
    direct = minimize(grid_quotient, start, method="Nelder-Mead",
                      options={"xatol": 1e-9, "fatol": 1e-14,
                               "maxiter": 2000, "maxfev": 4000})
    assert np.max(np.abs(direct.x - a[:2])) < 1e-5
    assert abs(direct.fun - t) < 1e-7


# pseudo-equation for any admixture; Cohen-Heine form only for the smoothest
def pseudo_check(coefs):
    phi = val + core @ coefs
    norm = phi @ S @ phi
    rep = (E_v - E_c) * coefs
    residual = C.T @ (F @ phi + S @ core @ rep - E_v * (S @ phi))
    v_mean = (phi @ V @ phi + phi @ S @ core @ rep) / norm
    ch_form = -core.T @ V @ phi + v_mean * (core.T @ S @ phi)
    return np.max(np.abs(residual)), np.max(np.abs(rep - ch_form)), v_mean


res_s, dev_s, V_bar = pseudo_check(a)
res_f, dev_f, _ = pseudo_check(a_first)
assert res_s < 1e-5 and res_f < 1e-5
assert dev_s < 1e-6 and dev_f > 1e-3
assert abs(V_bar - (E_v - t)) < 1e-6

# shape, nodes and outer charge
N = 1 + a @ a
phi = val + core @ a
pair = np.column_stack([val, phi])
R_line = radial(pair, np.linspace(0.0, 10.0, 4001))[0]
nodes = [int(np.sum(f[1:] * f[:-1] < 0)) for f in R_line.T]
r_out, w_out = log_grid(3.0, 60.0, 200)
R_out = radial(pair, r_out)[0]
q_val = np.sum(w_out * R_out[:, 0]**2)
q_phi = np.sum(w_out * R_out[:, 1]**2) / N
assert abs(q_phi / q_val * N - 1) < 0.02

print("Mg atom, RHF, even-tempered basis (energies in hartree)")
print(f"s exponents: {len(s_exps)}, from {s_exps[0]:.3f}, ratio 2.2")
print(f"p exponents: {len(p_exps)}, from {p_exps[0]:.3f}, ratio 2.5")
print(f"total energy = {mf.e_tot:.4f}, virial ratio -V/T = {virial:.6f}")
print(f"E(1s), E(2s), E(3s) = {E_c[0]:.4f} {E_c[1]:.4f} {E_v:.5f}")
print(f"T(1s,1s) = {K[0, 0]:.5f}")
print(f"T(2s,2s) = {K[1, 1]:.5f}")
print(f"T(1s,2s) = {K[0, 1]:.5f}")
print(f"T(1s,3s) = {b[0]:.5f}")
print(f"T(2s,3s) = {b[1]:.5f}")
print(f"T(3s,3s) = {T_vv:.5f}")
print(f"lowest eigenvalue of core kinetic matrix = {k_low:.5f}")
for i, value in enumerate(history[:4], 1):
    print(f"t after linear solve {i} = {value:.8f}")
print(f"first solve (t=0): a(1s), a(2s) = {a_first[0]:.6f} {a_first[1]:.6f}")
print(f"converged: a(1s), a(2s) = {a[0]:.6f} {a[1]:.6f}")
print(f"grid minimization: a(1s), a(2s) = "
      f"{direct.x[0]:.6f} {direct.x[1]:.6f}")
print(f"largest |a(2p)| below 1e-5: {np.max(np.abs(a[2:])) < 1e-5}")
print(f"minimum kinetic energy t = {t:.6f}")
print(f"ratio t / T(3s,3s) = {t / T_vv:.5f}")
print(f"<V> in 3s = {val @ V @ val:.5f}")
print(f"<V + V_R> in phi, Vbar = {V_bar:.5f}")
print(f"Cohen-Heine form deviation, first solve = {dev_f:.5f}")
print(f"norm N of phi = {N:.6f}, 1/N = {1 / N:.6f}")
print(f"radial nodes within 10 bohr: 3s {nodes[0]}, phi {nodes[1]}")
print(f"charge beyond 3 bohr (electrons per orbital): 3s {q_val:.5f}, "
      f"normalized phi {q_phi:.5f}")
print("r (bohr), R of 3s, R of unnormalized phi (bohr^-3/2)")
r_show = np.array([0.0, 0.1, 0.3, 0.6, 1.0, 2.0, 3.0, 5.0])
for radius, row in zip(r_show, radial(pair, r_show)[0]):
    print(f"{radius:4.1f} {row[0]:10.5f} {row[1]:10.5f}")
print("tests ok")
```

Output:

```
Hydrogenic 1s core, 2s valence (kinetic energies in Z^2 hartree)
T(1s,1s), T(2s,2s), T(1s,2s) = 0.50000 0.12500 0.20951
minimum kinetic energy t = 0.03134
1s coefficient a (no unit) = -0.44705
Mg atom, RHF, even-tempered basis (energies in hartree)
s exponents: 20, from 0.020, ratio 2.2
p exponents: 11, from 0.050, ratio 2.5
total energy = -199.6137, virial ratio -V/T = 2.000014
E(1s), E(2s), E(3s) = -49.0316 -3.7678 -0.25305
T(1s,1s) = 67.27355
T(2s,2s) = 8.74344
T(1s,2s) = 20.48108
T(1s,3s) = 3.89238
T(2s,3s) = 1.89127
T(3s,3s) = 0.53559
lowest eigenvalue of core kinetic matrix = 2.28850
t after linear solve 1 = 0.10323685
t after linear solve 2 = 0.10289243
t after linear solve 3 = 0.10289243
t after linear solve 4 = 0.10289243
first solve (t=0): a(1s), a(2s) = 0.027870 -0.281590
converged: a(1s), a(2s) = 0.031711 -0.294050
grid minimization: a(1s), a(2s) = 0.031711 -0.294050
largest |a(2p)| below 1e-5: True
minimum kinetic energy t = 0.102892
ratio t / T(3s,3s) = 0.19211
<V> in 3s = -0.78864
<V + V_R> in phi, Vbar = -0.35595
Cohen-Heine form deviation, first solve = 0.02907
norm N of phi = 1.087471, 1/N = 0.919565
radial nodes within 10 bohr: 3s 2, phi 0
charge beyond 3 bohr (electrons per orbital): 3s 0.51271, normalized phi 0.47231
r (bohr), R of 3s, R of unnormalized phi (bohr^-3/2)
 0.0    3.85376    0.48249
 0.1    0.92331    0.26944
 0.3   -0.48651    0.31437
 0.6   -0.30671    0.30015
 1.0    0.07106    0.29310
 2.0    0.26699    0.27997
 3.0    0.18983    0.19058
 5.0    0.06185    0.06186
tests ok
```
